\section*{Third-harmonic voltage of a self-heated resistor}

A resistor carries an alternating current, warms and cools twice in every period, and reports its own temperature through its voltage. Dimensions and time-shift symmetry settle most of the form of that report. Let the resistance be linear in the temperature rise $\theta$ above the bath,
\begin{equation}
R=R_0(1+\alpha\theta),
\end{equation}
where $R_0$ and the temperature coefficient $\alpha$ refer to the bath temperature. Since $\alpha$ has the unit 1/K, it must be multiplied by a temperature. The resulting pure number must multiply a voltage, and the available one is $I_0R_0$, where $I_0$ is the current amplitude. A voltage caused by the changing resistance therefore has the form $I_0R_0\alpha$ times a temperature amplitude, times a number.

Symmetry selects the amplitude. Let the current contain only the drive frequency $\omega$, and expand temperature and voltage in harmonics of that frequency. If the origin of time is shifted by $t_0$, the complex amplitude of the $n$th harmonic acquires the factor $e^{in\omega t_0}$. The voltage $IR$ contains the product of current and temperature, so its third harmonic must be built from one current amplitude and one temperature amplitude whose factors combine to $e^{3i\omega t_0}$. There are two ways to do this: the current amplitude (factor $e^{i\omega t_0}$) with the second temperature harmonic, or the conjugate current amplitude (factor $e^{-i\omega t_0}$) with the fourth. The steady temperature rise cannot contribute. What remains is to find the two numerical coefficients and to learn when the fourth harmonic may be dropped.

Choose the origin of time so that
\begin{equation}
I(t)=I_0\cos\omega t .
\end{equation}
The current is a pure sinusoid, imposed whatever the resistance does. Half a period later it has the opposite sign, but the Joule heat $I^2R$ does not depend on that sign. If no other heating, such as Peltier heat at a contact, accompanies the current, if the thermal surroundings do not change in time, and if the resistor has settled into its periodic state, the temperature therefore repeats every half period and contains even harmonics only:
\begin{equation}
\theta(t)=\Theta_0+\mathrm{Re}\left[\Theta_2e^{2i\omega t}+\Theta_4e^{4i\omega t}+\dots\right].
\end{equation}
Here $\Theta_0$ is the mean rise and $|\Theta_2|$ is a peak amplitude, half the peak-to-peak swing at $2\omega$. The voltage amplitudes $V_m$ are defined in the same way, $V=\mathrm{Re}\sum_m V_me^{im\omega t}$.

The voltage is
\begin{equation}
V(t)=I_0R_0\cos\omega t\,\bigl[1+\alpha\theta(t)\bigr].
\end{equation}
Because $\cos\omega t=(e^{i\omega t}+e^{-i\omega t})/2$ is real, it can be taken inside the real part:
\begin{equation}
\cos\omega t\;\mathrm{Re}\left[\Theta_ne^{in\omega t}\right]
=\tfrac12\mathrm{Re}\left[\Theta_ne^{i(n+1)\omega t}+\Theta_ne^{i(n-1)\omega t}\right].
\end{equation}
Each temperature harmonic is thus split equally between the two neighbouring voltage harmonics. At frequency $\omega$ we collect the undisturbed voltage, the mean rise and half of $\Theta_2$. At $3\omega$ we collect half of $\Theta_2$ from below and half of $\Theta_4$ from above:
\begin{align}
V_1&=I_0R_0\left(1+\alpha\Theta_0+\tfrac12\alpha\Theta_2\right),\\
V_3&=\tfrac12I_0R_0\alpha\left(\Theta_2+\Theta_4\right). \label{exact}
\end{align}
Within the stated model these relations are exact. When $\Theta_4$ is negligible,
\begin{equation}
V_3\simeq\tfrac12I_0R_0\alpha\,\Theta_2 ,\qquad
|V_3|\simeq\tfrac12I_0R_0\alpha|\Theta_2| . \label{law}
\end{equation}
This is the proportionality used in the three-omega method. In this approximation, and for positive $\alpha$, the phase of $V_3$ is the phase of the temperature oscillation. The factor $\tfrac12$ is there because the other half of the resistance oscillation appears at $\omega$, where it is buried under the much larger ordinary voltage.

To see how large $\Theta_2$ is, first take the heating at fixed resistance:
\begin{equation}
I^2R_0=I_0^2R_0\cos^2\omega t=P_0(1+\cos2\omega t),\qquad P_0=\tfrac12I_0^2R_0 .
\end{equation}
The steady power and the amplitude at $2\omega$ are equal. Let $Z(\Omega)$ be the complex temperature amplitude per watt of heating at angular frequency $\Omega$. For a linear thermal system,
\begin{equation}
\Theta_0=P_0Z(0),\qquad \Theta_2=P_0Z(2\omega), \label{response}
\end{equation}
and inserting the second of these in \eqref{law} gives
\begin{equation}
V_3\simeq\tfrac12I_0R_0\alpha\cdot\tfrac12I_0^2R_0Z(2\omega)
=\tfrac14\alpha R_0^2I_0^3Z(2\omega). \label{cubic}
\end{equation}
Two powers of the current make the heat and the third reads the resistance.

The resistance in the heating term is not quite fixed, and for constant thermal properties this feedback is the origin of $\Theta_4$. For a resistor at uniform temperature the extra power is, to first order in $\alpha$,
\begin{equation}
\alpha P_0(1+\cos2\omega t)\left(\Theta_0+\mathrm{Re}\left[\Theta_2e^{2i\omega t}\right]\right).
\end{equation}
The product of the two oscillating terms is $\tfrac12\mathrm{Re}[\Theta_2e^{4i\omega t}]+\tfrac12\mathrm{Re}\,\Theta_2$. The extra power amplitude is therefore $\alpha P_0\Theta_2/2$ at $4\omega$ and $\alpha P_0(\Theta_0+\Theta_2)$ at $2\omega$. Multiplying by the thermal response, and using $P_0Z(2\omega)\simeq\Theta_2$ in the second case, we find
\begin{equation}
\frac{\Theta_4}{\Theta_2}\simeq\tfrac12\alpha P_0Z(4\omega),\qquad
\frac{\delta\Theta_2}{\Theta_2}\simeq\alpha(\Theta_0+\Theta_2). \label{feedback}
\end{equation}
Both are small when $\alpha$ times the temperature rise is small, and both grow as $I_0^2$. They act differently, however. The change $\delta\Theta_2$ spoils the prediction \eqref{cubic}, but not the measurement of the actual $\Theta_2$ by \eqref{law}. Within the stated model, only $\Theta_4$ disturbs the latter.

A suspended metal line gives a case in which $Z$ can be found in closed form. Let it have length $L$, cross-section $S$, thermal conductivity $\kappa$ and heat capacity per volume $C$, with both ends held at the bath temperature. The current is uniform along the line, so the resistance is the sum of the local contributions,
\begin{equation}
R=\frac{\rho}{S}\int_{-L/2}^{L/2}\bigl[1+\alpha\theta(x,t)\bigr]dx
=R_0\bigl(1+\alpha\langle\theta\rangle\bigr),\qquad R_0=\frac{\rho L}{S}.
\end{equation}
The voltage relations and the cubic law \eqref{cubic} therefore hold with $\theta$ read as the length average. The feedback estimates \eqref{feedback} are only approximate for the line, because they assume a uniform temperature. For uniform heating of amplitude $P$ at frequency $\Omega$, the complex temperature profile obeys
\begin{equation}
i\Omega C\theta=\kappa\frac{d^2\theta}{dx^2}+\frac{P}{LS}.
\end{equation}
A constant particular solution is $P/(i\Omega CLS)$. The symmetric homogeneous solution is $\cosh qx$ with $q^2=i\Omega C/\kappa$. Its coefficient follows from $\theta(\pm L/2)=0$:
\begin{equation}
\theta(x)=\frac{P}{i\Omega CLS}\left[1-\frac{\cosh qx}{\cosh(qL/2)}\right].
\end{equation}
The average of $\cosh qx$ over the line is $\sinh(qL/2)/(qL/2)$. With $z=qL/2$,
\begin{equation}
Z(\Omega)=\frac{\langle\theta\rangle}{P}=\frac{1}{i\Omega CLS}\left[1-\frac{\tanh z}{z}\right]. \label{Z}
\end{equation}

At low frequency, $\tanh z\simeq z-z^3/3$, and the bracket becomes $z^2/3=i\Omega CL^2/(12\kappa)$. The heat capacity cancels:
\begin{equation}
Z(0)=\frac{L}{12\kappa S}.
\end{equation}
In this limit the line follows the power without lag and $V_3$ measures the conductivity. At high frequency $\tanh z\to1$, so
\begin{equation}
Z(\Omega)\simeq\frac{1}{i\Omega CLS}\left(1-\frac1z\right). \label{high}
\end{equation}
The leading term is the response of an isolated heat capacity, which lags the power by $90^\circ$. The term $1/z$ accounts for the regions near the ends that still lose heat to the contacts. The crossover is set by the slowest thermal mode, $\cos(\pi x/L)$, which decays at the rate $\kappa\pi^2/(CL^2)$ and so has the relaxation time $\tau=CL^2/(\pi^2\kappa)$.

Take a tungsten film line in vacuum, 100 µm long, 500 nm wide and 200 nm thick, with a bath at 300 K. Rough film values are $\rho=10$ µΩ cm, $\alpha=0.003$ /K, $\kappa=80$ W/(m K) and $C=2.6$ J/(cm$^3$ K). The cross-section is $10^{-13}$ m$^2$, so
\begin{equation}
R_0=\frac{(10^{-7}\ \Omega\,\mathrm{m})(10^{-4}\ \mathrm{m})}{10^{-13}\ \mathrm{m^2}}=100\ \Omega .
\end{equation}
A current of 0.2 mA peak gives $I_0R_0=20$ mV and $P_0=\tfrac12(2\times10^{-4})^2(100)$ W $=2$ µW. The steady thermal resistance is
\begin{equation}
Z(0)=\frac{10^{-4}}{12(80)(10^{-13})}\ \mathrm{K/W}=1.04\ \mathrm{K/\mu W},
\end{equation}
so the predicted mean rise is 2.08 K. The drive frequency is 2 kHz and the heating therefore oscillates at 4 kHz. With $\tau=32.9$ µs, $2\omega\tau=0.83$: the line is between its two limits. Equation \eqref{Z} gives $|Z(2\omega)|=0.803$ K/µW with a phase of $-39.0^\circ$, hence $|\Theta_2|=1.61$ K and
\begin{equation}
|V_3|\simeq\tfrac12(20\ \mathrm{mV})(0.003\ \mathrm{K^{-1}})(1.6065\ \mathrm{K})=48.2\ \mathrm{\mu V}.
\end{equation}

For comparison, the heat equation was integrated in time with the local heating $I^2\rho(1+\alpha\theta)/S^2$, and the harmonics were extracted from the resulting voltage. This gives $|\Theta_2|=1.626$ K and $|V_3|=48.8$ µV peak, or 34.5 µV rms. The complex $V_3$ differs from \eqref{cubic} by 1.4\% of the predicted value. At half the current the difference is 0.35\%, four times smaller, as expected of feedback. For the same reason, doubling the current from 0.1 to 0.2 mA multiplies $|V_3|$ by 8.08 instead of 8.

The fourth harmonic is 0.194\% of the second in magnitude, while \eqref{feedback} gives 0.162\%. That estimate assumed a uniform temperature, whereas the extra heat is released mostly near the middle of the line. The lowest mode alone shows the size of the correction. A uniform source of unit strength contains this mode with coefficient $4/\pi$, and the mode has average $2/\pi$, so the averaged response carries the factor $8/\pi^2$. A source already shaped like the mode, with the same average strength, has coefficient $\pi/2$ and the factor 1. The response is larger by $\pi^2/8=1.23$, close to the observed ratio of 1.20. This one-mode picture holds up to about the crossover; at a 20 kHz drive the oscillating profile is flatter and the ratio falls to 1.07.

At 1 mA the nominal power $P_0$ is 25 times larger, and omitting $\Theta_4$ makes an error of 5.0\% of $V_3$. The full relation \eqref{exact} still holds, because it is an identity of the Fourier expansion for any periodic $\theta(t)$ and does not depend on the thermal model. Over this range \eqref{law} fails gradually, through a term that is known. The prediction \eqref{cubic} fails much faster, through $\delta\Theta_2$: at 1 mA it is off by 46\%. The 1 mA case tests the electrical relation and is not a forecast for real tungsten: the mean rise exceeds $P_0Z(0)=52$ K, and the material values would no longer be constant. Above about 2.3 mA peak, where the mean extra heating per kelvin, $\alpha I_0^2\rho/(2S^2)$, exceeds the loss $\kappa\pi^2/L^2$ of the slowest mode, a positive $\alpha$ leads to thermal runaway, and the modelled line no longer settles into a periodic state.

In a measurement the temperature is the unknown. Solving \eqref{law} with the nominal voltage gives $2|V_3|/(\alpha I_0R_0)=1.627$ K, which is 0.10\% above the simulated amplitude. It is convenient to use the measured first harmonic instead:
\begin{equation}
|\Theta_2|\simeq\frac{2|V_3|}{\alpha|V_1|}
=\frac{2(48.819\ \mathrm{\mu V})}{(0.003\ \mathrm{K^{-1}})(20.164\ \mathrm{mV})}=1.614\ \mathrm{K}.
\end{equation}
This is 0.72\% below the simulated amplitude, because $V_1$ already contains the warmed resistance and exceeds $I_0R_0$ by 0.82\%. This bias grows with the heating: at 1 mA the value obtained with $V_1$ is 19\% low, while the one obtained with $I_0R_0$ is 2.3\% high. Both voltages may be given as rms values, since the factor $\sqrt2$ cancels in the ratio, but the temperature obtained is still a peak amplitude. A small relative error in $\alpha$ passes directly, with opposite sign, into the inferred temperature.

The second limit can be seen by raising the drive to 20 kHz at the same current. Then $\Omega=2\omega=2.51\times10^5$ s$^{-1}$ and $CLS=2.6\times10^{-11}$ J/K, so an isolated line would oscillate by
\begin{equation}
\frac{P_0}{\Omega CLS}=\frac{2\times10^{-6}}{(2.51\times10^5)(2.6\times10^{-11})}\ \mathrm{K}=0.306\ \mathrm{K}.
\end{equation}
Here $z=3.2(1+i)$, so $1-1/z=0.84+0.16i$, with magnitude 0.86 and phase $+10.5^\circ$. Equation \eqref{high} therefore predicts 0.263 K at $-79.5^\circ$. The time integration, done here with heating at fixed resistance, gives the same values to these digits. At this frequency the signal depends mainly on the heat capacity.

The current source also enters. Suppose it has output resistance $R_s$ and an open-circuit voltage $I_0(R_s+R_0)\cos\omega t$, chosen to deliver the nominal current into $R_0$. The voltage across the line is then
\begin{equation}
V=I_0(R_s+R_0)\cos\omega t\;\frac{R}{R_s+R}.
\end{equation}
The derivative of $R/(R_s+R)$ with respect to $R$ is $R_s/(R_s+R)^2$. A small change $\delta R$ therefore produces
\begin{equation}
\delta V=I_0\cos\omega t\;\delta R\;\frac{R_s}{R_s+R_0}.
\end{equation}
The signal is multiplied by the factor $R_s/(R_s+R_0)$, which is less than one, because the source allows a third-harmonic current to flow. With $R_s=R_0$ and a weak drive of 0.05 mA, the simulated reduction factor is 0.499, against the predicted 0.5. A 10 kΩ source lowers $|V_3|$ by 1.0\% in the example. Purity matters as well: a third-harmonic current of $10^{-4}I_0$ adds a voltage of 2 µV, which can shift the 48.8 µV signal by about 4\%.

Set beside real tungsten, the assumed resistivity is roughly twice that of the bulk metal and the conductivity roughly half, which is reasonable for a thin film; deposited films vary widely, so both should be measured. So should $\alpha$, for which 0.003 /K is on the high side: if disorder merely adds a constant to the resistivity, the bulk value of about 0.0044 /K falls to about 0.0024 /K in such a film. The assumed resistivity and conductivity are compatible with each other: $\kappa\rho/T$ is 1.09 times the Lorenz number of the free-electron model, $(\pi^2/3)(k_B/e)^2$. An assumption that is easily broken in a device is that of cold ends. If the line runs into a pad of the same film, heat spreads over half circles of area $\pi rt$, where $t$ is the film thickness. Integrating from $r_1=250$ nm, half the line width, to an assumed cold radius $r_2=20$ µm gives
\begin{equation}
R_{\mathrm{pad}}=\frac{\ln(r_2/r_1)}{\pi\kappa t}=0.087\ \mathrm{K/\mu W}.
\end{equation}
Each pad takes half the steady heat, so $Z(0)$ rises by $R_{\mathrm{pad}}/2$, about 4\%. At the 2 kHz drive, with the pads treated as pure thermal resistances, $|V_3|$ rises by 3.0\%. The half circles leave out the crowding of the heat flow where the line meets the pad, so these figures are somewhat low. An analysis that assumed cold ends would misread this as a property of the line.

Two other neglected effects are smaller here. Black-body exchange with distant surroundings changes $|V_3|$ by $-0.06\%$; since the line is thinner than the thermal wavelength, this is an estimate of size and not a strict bound. A quadratic term $\beta\theta^2$ in $R/R_0$, with an assumed $\beta=10^{-6}$ /K$^2$, changes it by $+0.20\%$. These corrections are of two kinds. Pads and radiation alter $Z$ and hence $\Theta_2$, but for the voltage across the line alone they leave \eqref{exact} intact, since that relation holds for any periodic temperature. The same is true of a temperature-dependent conductivity, which the model omits: an assumed relative slope of 0.0009 /K, of either sign, changes $|V_3|$ by about 0.12\% and $|\Theta_4|$ by about 8\%. Curvature of $R(T)$ and a finite source resistance alter the electrical relation itself, and so bias the thermometer even when the thermal model is perfect.

The Johnson noise of the line is 1.3 nV/$\sqrt{\mathrm{Hz}}$. In a bandwidth of 1 Hz it lies more than four orders of magnitude below the 34.5 µV rms signal, before amplifier noise is counted. For this line and drive, the accuracy is therefore limited less by thermal noise than by $\alpha$, the contacts and the purity of the current. The main values are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
INPUTS (tungsten film values are rough)
length = 100 um
width = 500 nm, thickness = 200 nm
resistivity = 10.0 uOhm cm
temperature coefficient alpha = 0.0030 1/K
thermal conductivity = 80 W/(m K)
heat capacity = 2.6 J/(cm3 K)
bath temperature = 300 K
peak current = 0.20 mA
drive frequency = 2.0 kHz
LINE AND LEADING-ORDER PREDICTION
resistance R0 = 100.0 Ohm
mean power P0 = 2.000 uW
thermal relaxation time = 32.9 us
Z(0) = 1.0417 K/uW
|Z(2 omega)| = 0.8032 K/uW
phase of Z(2 omega) = -39.00 deg
predicted Theta0 = 2.0833 K
predicted |Theta2| = 1.6065 K
nominal voltage I0*R0 = 20.000 mV peak
predicted |V3| = 48.194 uV peak
FULL SIMULATION
Theta0 = 2.1038 K
|Theta2| = 1.6257 K
|Theta4| = 3.153 mK
|V1| = 20.1640 mV peak
|V3| = 48.819 uV peak
|V3| = 34.520 uV rms
phase of V3 = -39.32 deg
|Theta2| inferred with V1 = 1.6141 K
|Theta2| inferred with I0*R0 = 1.6273 K
error using V1 = -0.716 %
error using I0*R0 = 0.099 %
TESTS OF THE LAW
V3 ratio when current doubles = 8.0781
leading-formula error, full current = 1.412 %
leading-formula error, half current = 0.349 %
|Theta4/Theta2| = 0.194 %
estimate of that ratio = 0.162 %
strong-drive current = 1.00 mA peak
strong drive, error without Theta4 = 4.98 %
V3 factor for source resistance R0 = 0.4994
|Theta2| at 20 kHz = 0.2627 K
its phase = -79.54 deg
NEGLECTED EFFECTS: CHANGE OF |V3|
pad spreading resistance = 0.0872 K/uW
pads cold beyond 20 um: +2.975 %
black-body radiation: -0.064 %
R(T) curvature 1.0e-06 1/K2: +0.195 %
source of 10 kOhm: -1.026 %
Lorenz ratio, line/theory = 1.092
Johnson noise = 1.287 nV/sqrt(Hz)
peak current density = 0.200 MA/cm2
\end{verbatim}
